**Polarity asymmetry of tunnelling through 1 nm silica and 3 nm hafnia**

The program computes the bare WKB transmission $T=e^{-2S}$ at the emitter Fermi level with 1 V across the stack, where $S$ is the integral of the decay constant $Q\sqrt{m\phi}$, $m$ is the tunnelling mass, $\phi$ the local barrier and $Q=\sqrt{2m_0}/\hbar$. The transmission is $6.73\times10^{-11}$ for injection from silica and $1.87\times10^{-12}$ for injection from hafnia, a ratio of 36. The program asserts that the voltage split and the closed-form actions agree with a finite-difference Poisson solution and direct quadrature. It asserts the first-order low-bias law on 100 random two-layer stacks, and its sign wherever the two competing terms are not nearly equal. Numerical solutions of the effective-mass Schrödinger equation are asserted to agree within 10% with WKB multiplied by interface factors, and to give equal transmission in both directions through a fixed barrier. Giving hafnia the permittivity of silica reduces the ratio to 1.07. The separate changes to the model give ratios between about 15 and 45, and each is asserted to leave silica-side injection favoured.

## Verification by program

```python
"""
Polarity asymmetry of direct tunnelling through a silica/hafnia gate stack.

Result under test: with 1 V across 1 nm silica + 3 nm hafnia, the bare WKB
transmission exp(-2S) at the emitter Fermi level is about 36 times larger
when the emitter touches silica than when it touches hafnia.

Symbols: t thickness (nm), phi barrier above the zero-bias Fermi level (eV),
m mass (free-electron masses), k static relative permittivity,
S = integral of the decay constant Q*sqrt(m*phi(x)) over the stack,
Q = sqrt(2*m0)/hbar in 1/(nm sqrt(eV)).
A segment is (layer, barrier at its emitter side, barrier at its far side).
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp

Q = np.sqrt(2 * const.m_e * const.e) / const.hbar * 1e-9
IMAGE = const.e / (16 * np.pi * const.epsilon_0) * 1e9   # eV nm

# k_opt and gap are rough typical values, used only to size neglected effects
SILICA = dict(t=1.0, phi=3.1, m=0.5, k=3.9, k_opt=2.1, gap=9.0)
HAFNIA = dict(t=3.0, phi=1.5, m=0.2, k=20.0, k_opt=4.0, gap=5.7)
BIAS = 1.0
E_FERMI = 0.1     # eV, electrode Fermi level above its band edge
M_ELECTRODE = 0.92
TEMPERATURE = 300.0


def make_segments(layers, bias, offset=0.0):
    """Barrier edges seen from the emitter; offset raises every barrier."""
    total = sum(a["t"] / a["k"] for a in layers)
    dropped, result = 0.0, []
    for a in layers:
        drop = bias * a["t"] / a["k"] / total
        start = a["phi"] + offset - dropped
        result.append((a, start, start - drop))
        dropped += drop
    return result


def layer_action(segment, energy=0.0):
    """Closed-form action of a linear barrier; allowed regions add nothing."""
    a, start, end = segment
    upper = max(start - energy, 0.0) ** 1.5
    lower = max(end - energy, 0.0) ** 1.5
    return 2 / 3 * Q * np.sqrt(a["m"]) * a["t"] * (upper - lower) / (start - end)


def action(segments, energy=0.0):
    return sum(layer_action(s, energy) for s in segments)


def ratio(silica, hafnia, bias):
    from_silica = action(make_segments([silica, hafnia], bias))
    from_hafnia = action(make_segments([hafnia, silica], bias))
    return np.exp(2 * (from_hafnia - from_silica))


def action_quadrature(segments, effect=None, n=4000):
    """Midpoint quadrature of the decay constant, with an optional effect."""
    total = 0.0
    for index, (a, start, end) in enumerate(segments):
        u = (np.arange(n) + 0.5) / n
        phi = start + (end - start) * u
        if effect == "image":      # image in the electrode touching the layer
            distance = a["t"] * (u if index == 0 else 1 - u)
            phi = np.maximum(phi - IMAGE / (a["k_opt"] * distance), 0.0)
        if effect == "two-band":
            phi = phi * (1 - phi / a["gap"])
        total += a["t"] * np.mean(Q * np.sqrt(a["m"] * phi))
    return total


def poisson_action(layers, bias, h=0.01):
    """Finite-difference Poisson potential, then quadrature on its grid."""
    counts = [round(a["t"] / h) for a in layers]
    eps = np.concatenate([np.full(n, a["k"]) for n, a in zip(counts, layers)])
    phi0 = np.concatenate([np.full(n, a["phi"]) for n, a in zip(counts, layers)])
    mass = np.concatenate([np.full(n, a["m"]) for n, a in zip(counts, layers)])
    matrix = (np.diag(eps[:-1] + eps[1:]) - np.diag(eps[1:-1], 1)
              - np.diag(eps[1:-1], -1))
    rhs = np.zeros(len(eps) - 1)
    rhs[-1] = eps[-1] * bias
    potential = np.concatenate([[0.0], np.linalg.solve(matrix, rhs), [bias]])
    middle = 0.5 * (potential[1:] + potential[:-1])
    return potential[counts[0]], h * np.sum(Q * np.sqrt(mass * (phi0 - middle)))


def wave_transmission(segments, kinetic_in, kinetic_out):
    """Numerical effective-mass Schroedinger transmission at one energy."""
    g_in = Q * np.sqrt(kinetic_in / M_ELECTRODE)
    g_out = Q * np.sqrt(kinetic_out / M_ELECTRODE)
    state = np.array([1.0 + 0j, 1j * g_out])   # psi and psi'/m at the exit
    for a, start, end in reversed(segments):
        def slope(x, y, a=a, start=start, end=end):
            phi = start + (end - start) * x / a["t"]
            return np.array([a["m"] * y[1], Q**2 * phi * y[0]])
        state = solve_ivp(slope, (a["t"], 0.0), state, method="DOP853",
                          rtol=1e-10, atol=1e-12).y[:, -1]
    incident = 0.5 * (state[0] + state[1] / (1j * g_in))
    return g_out / (g_in * abs(incident) ** 2)


def matching_factor(segments, kinetic_in, kinetic_out):
    g_in = Q * np.sqrt(kinetic_in / M_ELECTRODE)
    g_out = Q * np.sqrt(kinetic_out / M_ELECTRODE)
    (a, a0, a1), (b, b0, b1) = segments
    ga0, ga1 = Q * np.sqrt(a0 / a["m"]), Q * np.sqrt(a1 / a["m"])
    gb0, gb1 = Q * np.sqrt(b0 / b["m"]), Q * np.sqrt(b1 / b["m"])
    return (4 * g_in * ga0 / (g_in**2 + ga0**2)
            * 4 * ga1 * gb0 / (ga1 + gb0) ** 2
            * 4 * g_out * gb1 / (g_out**2 + gb1**2))


def current_integral(segments):
    """Transmission times thermal supply, integrated over normal energy."""
    kt = const.k * TEMPERATURE / const.e
    edges = np.linspace(-E_FERMI, 1.5, 4001)
    energy = 0.5 * (edges[1:] + edges[:-1])
    supply = kt * (np.logaddexp(0, -energy / kt)
                   - np.logaddexp(0, -(energy + BIAS) / kt))
    trans = np.array([np.exp(-2 * action(segments, e)) for e in energy])
    return np.sum(trans * supply) * (edges[1] - edges[0])


def low_bias_log_ratio(s, h, bias):
    total = s["t"] / s["k"] + h["t"] / h["k"]
    scale = Q * bias * s["t"] * h["t"] / (total * s["k"] * h["k"])
    return scale * (h["k"] * np.sqrt(h["m"] / h["phi"])
                    - s["k"] * np.sqrt(s["m"] / s["phi"])), scale


orders = {"silica": [SILICA, HAFNIA], "hafnia": [HAFNIA, SILICA]}
segs = {name: make_segments(order, BIAS) for name, order in orders.items()}
S = {name: action(segs[name]) for name in segs}
T = {name: np.exp(-2 * S[name]) for name in segs}
R = T["silica"] / T["hafnia"]

# Voltage split and action against Poisson equation plus direct quadrature
grid_S = {}
for name, order in orders.items():
    first_drop, grid_S[name] = poisson_action(order, BIAS)
    assert abs(first_drop - (segs[name][0][1] - segs[name][0][2])) < 1e-9
    assert abs(grid_S[name] - S[name]) < 1e-4
    assert min(min(s[1], s[2]) for s in segs[name]) > 0
R_grid = np.exp(2 * (grid_S["hafnia"] - grid_S["silica"]))
assert round(R_grid) == 36 and round(R) == 36

# Low-bias law and its sign on random two-layer stacks
rng = np.random.default_rng(4)
signs = set()
for _ in range(100):
    pair = [dict(t=rng.uniform(0.5, 4), phi=rng.uniform(1, 4),
                 m=rng.uniform(0.1, 0.8), k=rng.uniform(3, 25))
            for _ in range(2)]
    small = 0.002
    log_ratio = 2 * (action_quadrature(make_segments(pair[::-1], small))
                     - action_quadrature(make_segments(pair, small)))
    law, scale = low_bias_log_ratio(pair[0], pair[1], small)
    weights = [a["k"] * np.sqrt(a["m"] / a["phi"]) for a in pair]
    assert abs(log_ratio - law) < 0.01 * scale * sum(weights)
    if abs(weights[1] - weights[0]) > 0.05 * sum(weights):
        assert np.sign(log_ratio) == np.sign(weights[1] - weights[0])
        signs.add(np.sign(log_ratio))
assert len(signs) == 2

# Cause of the asymmetry: remove the permittivity contrast
R_equal_k = ratio(SILICA, dict(HAFNIA, k=SILICA["k"]), BIAS)
assert 0.5 < R_equal_k < 2

# Wave equation: matching factors, and equal transmission both ways
wave, factor = {}, {}
for name in segs:
    wave[name] = wave_transmission(segs[name], E_FERMI, E_FERMI + BIAS)
    factor[name] = matching_factor(segs[name], E_FERMI, E_FERMI + BIAS)
    # 10%: next WKB order is a few per cent where the barrier is lowest
    assert abs(factor[name] * T[name] / wave[name] - 1) < 0.10
    mirror = [(a, end, start) for a, start, end in reversed(segs[name])]
    back = wave_transmission(mirror, E_FERMI + BIAS, E_FERMI)
    assert abs(back / wave[name] - 1) < 1e-5
R_wave = wave["silica"] / wave["hafnia"]

# Sizes of neglected effects, each as a changed ratio
R_current = current_integral(segs["silica"]) / current_integral(segs["hafnia"])
R_effect = {e: np.exp(2 * (action_quadrature(segs["hafnia"], e)
                           - action_quadrature(segs["silica"], e)))
            for e in ("image", "two-band")}
WORK_DIFF = 0.5   # eV, electrode on hafnia has the larger work function
R_work = np.exp(2 * (
    action(make_segments(orders["hafnia"], BIAS + WORK_DIFF, WORK_DIFF))
    - action(make_segments(orders["silica"], BIAS - WORK_DIFF))))
LOST = 0.2        # V, lost in the electrodes
R_lost = ratio(SILICA, HAFNIA, BIAS - LOST)
LIGHT = 0.15
R_light = ratio(SILICA, dict(HAFNIA, m=LIGHT), BIAS)
for value in (R_wave, R_current, R_work, R_lost, R_light, *R_effect.values()):
    assert value > 1

for label, a in (("silica", SILICA), ("hafnia", HAFNIA)):
    print(f"{label}: t {a['t']} nm, barrier {a['phi']} eV, "
          f"mass {a['m']} m0, k {a['k']}")
print(f"bias across stack: {BIAS:.1f} V")
print(f"Q = sqrt(2 m0)/hbar: {Q:.4f} 1/(nm sqrt(eV))")
for label, seg in (("silica", segs["silica"][0]), ("hafnia", segs["hafnia"][0])):
    drop = seg[1] - seg[2]
    print(f"{label} voltage: {drop:.4f} V")
    print(f"{label} field: {10 * drop / seg[0]['t']:.2f} MV/cm")
for name in segs:
    print(f"injection from {name}:")
    for a, start, end in segs[name]:
        label = "silica" if a is SILICA else "hafnia"
        print(f"  {label} barrier: {start:.4f} to {end:.4f} eV")
        print(f"  {label} action: {layer_action((a, start, end)):.4f}")
    print(f"  total action S: {S[name]:.4f}")
    print(f"  WKB transmission exp(-2S): {T[name]:.3e}")
print(f"ln of transmission ratio: {np.log(R):.4f}")
print(f"transmission ratio, closed form: {R:.2f}")
print(f"transmission ratio, Poisson grid and quadrature: {R_grid:.2f}")
for label, a in (("silica", SILICA), ("hafnia", HAFNIA)):
    print(f"k sqrt(m/phi), {label}: "
          f"{a['k'] * np.sqrt(a['m'] / a['phi']):.3f} 1/sqrt(eV)")
linear = low_bias_log_ratio(SILICA, HAFNIA, BIAS)[0]
print(f"first-order ln ratio at full bias: {linear:.3f}")
print(f"first-order ratio at full bias: {np.exp(linear):.1f}")
print(f"ratio if hafnia had the silica permittivity: {R_equal_k:.2f}")
print(f"electrodes: Fermi energy {E_FERMI} eV, mass {M_ELECTRODE} m0")
for name in segs:
    print(f"matching factor, from {name}: {factor[name]:.3f}")
    print(f"wave-equation transmission, from {name}: {wave[name]:.3e}")
print(f"ratio, wave equation: {R_wave:.1f}")
print(f"ratio of WKB currents at {TEMPERATURE:.0f} K: {R_current:.1f}")
print(f"ratio, image force (k_opt {SILICA['k_opt']}, {HAFNIA['k_opt']}): "
      f"{R_effect['image']:.1f}")
print(f"ratio, two-band (gaps {SILICA['gap']}, {HAFNIA['gap']} eV): "
      f"{R_effect['two-band']:.1f}")
print(f"ratio, work function {WORK_DIFF} eV larger at hafnia: {R_work:.1f}")
print(f"ratio, {LOST} V lost in electrodes: {R_lost:.1f}")
print(f"ratio, hafnia mass {LIGHT} m0: {R_light:.1f}")
print("ALL CHECKS PASSED")
```

Output:

```
silica: t 1.0 nm, barrier 3.1 eV, mass 0.5 m0, k 3.9
hafnia: t 3.0 nm, barrier 1.5 eV, mass 0.2 m0, k 20.0
bias across stack: 1.0 V
Q = sqrt(2 m0)/hbar: 5.1232 1/(nm sqrt(eV))
silica voltage: 0.6309 V
silica field: 6.31 MV/cm
hafnia voltage: 0.3691 V
hafnia field: 1.23 MV/cm
injection from silica:
  silica barrier: 3.1000 to 2.4691 eV
  silica action: 6.0418
  hafnia barrier: 0.8691 to 0.5000 eV
  hafnia action: 5.6694
  total action S: 11.7112
  WKB transmission exp(-2S): 6.726e-11
injection from hafnia:
  hafnia barrier: 1.5000 to 1.1309 eV
  hafnia action: 7.8769
  silica barrier: 2.7309 to 2.1000 eV
  silica action: 5.6262
  total action S: 13.5031
  WKB transmission exp(-2S): 1.868e-12
ln of transmission ratio: 3.5837
transmission ratio, closed form: 36.01
transmission ratio, Poisson grid and quadrature: 36.01
k sqrt(m/phi), silica: 1.566 1/sqrt(eV)
k sqrt(m/phi), hafnia: 7.303 1/sqrt(eV)
first-order ln ratio at full bias: 2.781
first-order ratio at full bias: 16.1
ratio if hafnia had the silica permittivity: 1.07
electrodes: Fermi energy 0.1 eV, mass 0.92 m0
matching factor, from silica: 0.973
wave-equation transmission, from silica: 6.485e-11
matching factor, from hafnia: 0.788
wave-equation transmission, from hafnia: 1.470e-12
ratio, wave equation: 44.1
ratio of WKB currents at 300 K: 33.3
ratio, image force (k_opt 2.1, 4.0): 44.5
ratio, two-band (gaps 9.0, 5.7 eV): 15.9
ratio, work function 0.5 eV larger at hafnia: 17.2
ratio, 0.2 V lost in electrodes: 14.7
ratio, hafnia mass 0.15 m0: 19.9
ALL CHECKS PASSED
```
